\section*{Diffuse-Wall Reduction of Axial Heat Conductivity in Wide Wires and Fins}

\section{Two estimates that go wrong}

Where heat leaves a narrow metal line along its length, a thermal model that gives the line its bulk conductivity predicts too small a temperature rise, because carriers that strike the walls lose their axial drift. (In a line much longer than its thermal healing length, of order 10 $\mu$m for a wide copper line in oxide, heat leaves sideways through the dielectric, and at fixed heating the peak rise hardly depends on the axial conductivity.) Two simple repairs give the wrong size. One treats the line as a film and counts only the walls across its smaller dimension. For the copper line worked out below, 500 nm wide with a free path of 35.9 nm, this gives a reduction of 2.7\%, where the full perimeter gives 4.0\%. The other adds the rate of wall collisions to the rate of bulk collisions. To first order in the ratio of the two rates it gives 5.3\%, too large by one third, because it treats a wall collision as if it were as costly as an average bulk collision.

Consider a long straight conductor along $z$ with cross-sectional area $A$ and total wall perimeter $P$, inner walls included. The carriers have one speed $v$ and one free path $\Lambda$ (the gray model). Bulk scattering randomizes their direction, and so does every wall collision. Let $\kappa$ be the axial conductivity, $\kappa_0$ its bulk value, and $\delta=1-\kappa/\kappa_0$ the fractional reduction. For a section much wider than $\Lambda$,
\begin{equation}
\delta\simeq\frac{3}{16}\,\frac{\Lambda P}{A}.
\label{law}
\end{equation}
This is a leading-order law. The first derivation also gives its error.

\section{First derivation: the Boltzmann equation and chords}

\subsection{The distribution near a wall}

Let $C$ be the carriers' heat capacity per volume, and let the temperature $T(z)$ have a small uniform gradient $T'$. The thermal energy per volume and solid angle is $CT/4\pi+g$, where $g$ is the deviation from local equilibrium. Let $\theta$ be the angle between the velocity and the $z$ axis, and let $s$ be the distance in the cross-section back along the trajectory to the wall. A carrier moves at speed $v\cos\theta$ along $z$ and at $v\sin\theta$ in the cross-section. In the steady state, with relaxation time $\Lambda/v$,
\begin{equation}
v\cos\theta\,\frac{CT'}{4\pi}+v\sin\theta\,\frac{\partial g}{\partial s}=-\frac{v}{\Lambda}\,g .
\end{equation}
Far from walls the derivative of $g$ vanishes, so $g_0=-(C\Lambda T'/4\pi)\cos\theta$.

A diffuse wall emits equally in all inward directions, so the emitted $g$ is a constant, fixed by the condition that the wall absorbs no net energy. Try the value zero. Then $g$ is everywhere odd in $\cos\theta$, the arriving deviations cancel in the energy balance, and zero is consistent. The same oddness gives $\int g\,d\Omega=0$, so bulk scattering conserves energy and $T$ does not vary over the section. With $g=0$ at $s=0$,
\begin{equation}
g=g_0\left[1-e^{-s/(\Lambda\sin\theta)}\right].
\end{equation}

The axial heat flux is $\int v\cos\theta\,g\,d\Omega$. In the bulk $\int\cos^2\theta\,d\Omega=4\pi/3$, which gives $\kappa_0=Cv\Lambda/3$. Dividing the flux averaged over the section by the bulk flux leaves
\begin{equation}
\delta=\frac{3}{4\pi A}\int dA\int d\Omega\,\cos^2\theta\;e^{-s/(\Lambda\sin\theta)} .
\label{average}
\end{equation}

\subsection{Counting chords}

Write $d\Omega=\sin\theta\,d\theta\,d\varphi$, where $\varphi$ is the direction in the cross-section. For fixed $\varphi$, cut the section into strips of width $db$ parallel to that direction. Each strip runs from wall to wall along a chord of length $c$; in a nonconvex section one line may hold several chords, each counted separately. Along one chord
\begin{equation}
\int_0^c e^{-s/(\Lambda\sin\theta)}ds=\Lambda\sin\theta\left[1-e^{-c/(\Lambda\sin\theta)}\right].
\label{chord}
\end{equation}

The first term in the bracket does not contain $c$, so it needs only the total measure of chords. A wall element $dl$ sends out chords at angles $\alpha$ to its tangent, $0<\alpha<\pi$. Seen along the chord its width is $db=\sin\alpha\,dl$, and for a fixed element $d\varphi=d\alpha$. Each directed chord starts at one wall point, so
\begin{equation}
\int d\varphi\int db=\oint dl\int_0^\pi\sin\alpha\,d\alpha=2P .
\end{equation}
The shape has dropped out. The polar integral is $\int_0^\pi\sin^2\theta\cos^2\theta\,d\theta=\frac14\int_0^\pi\sin^2 2\theta\,d\theta=\pi/8$, and therefore
\begin{equation}
\delta=\frac{3\Lambda}{4\pi A}\,(2P)\,\frac{\pi}{8}-\rho=\frac{3\Lambda P}{16A}-\rho ,
\label{exact}
\end{equation}
\begin{equation}
\rho=\frac{3\Lambda}{4\pi A}\int_0^\pi d\theta\,\sin^2\theta\cos^2\theta\oint dl\int_0^\pi d\alpha\,\sin\alpha\;e^{-c/(\Lambda\sin\theta)} .
\label{rho}
\end{equation}
Since $\rho\ge0$, the linear law is an upper bound on the reduction within this model, for any section. It is accurate when chords no longer than a few $\Lambda$ are a small part of the measure $2P$. A neck of width $\Lambda$ along much of the section violates this, and so does a wall covered with ripples whose wavelength and depth are both about $\Lambda$.

\subsection{The error for smooth walls and for corners}

On a smooth wall the short chords are those that leave a convex part almost along the tangent. If the curvature $K$ changes little over a distance $\Lambda$, the wall is locally a circle of radius $1/K\gg\Lambda$, and $c\simeq2\alpha/K$. With $a=\Lambda\sin\theta$,
\begin{equation}
\int_0^\infty\alpha\,e^{-2\alpha/(Ka)}\,d\alpha=\frac{K^2a^2}{4},
\end{equation}
and the angles near $\alpha=\pi$ contribute the same again. The polar integral is now $\int_0^\pi\sin^4\theta\cos^2\theta\,d\theta$. Writing one factor $\sin^2\theta$ as $(1-\cos2\theta)/2$ gives half of $\pi/8$, since the part with $\cos2\theta\,\sin^22\theta$ integrates to zero. Hence
\begin{equation}
\rho\simeq\frac{3\Lambda}{4\pi A}\,\frac{\Lambda^2}{2}\,\frac{\pi}{16}\int_{K>0}K^2dl=\frac{3\Lambda^3}{128A}\int_{K>0}K^2\,dl .
\label{cubic}
\end{equation}
There is no term in $\Lambda^2$. For a round wire of radius $r$ the integral is $2\pi/r$, so $\rho\simeq3\Lambda^3/(64r^3)$. At $\Lambda/r=0.5$ the linear law gives $\kappa/\kappa_0=0.8125$, and the cubic term raises it to 0.8184.

A sharp corner has more short chords. Let two straight walls meet at an interior angle $\gamma<\pi$, and set $\beta=\pi-\gamma$. A chord across the corner makes angles $\alpha$ and $\beta-\alpha$ with the walls. By the sine rule it starts at distance $c\sin(\beta-\alpha)/\sin\gamma$ from the vertex, so at fixed $\alpha$ we have $dl=dc\,\sin(\beta-\alpha)/\sin\gamma$. The measure per unit chord length, for chords starting on one wall, is
\begin{align}
\frac{1}{\sin\gamma}\int_0^\beta\sin\alpha\,\sin(\beta-\alpha)\,d\alpha
&=\frac{1}{2\sin\gamma}\int_0^\beta[\cos(2\alpha-\beta)-\cos\beta]\,d\alpha\nonumber\\
&=\frac{\sin\beta-\beta\cos\beta}{2\sin\gamma}
=\frac{1+(\pi-\gamma)\cot\gamma}{2}.
\end{align}
Chords starting on the other wall double it. The integral of $e^{-c/a}$ over $c$ is $a=\Lambda\sin\theta$, and $\int_0^\pi\sin^3\theta\cos^2\theta\,d\theta=2/3-2/5=4/15$. Thus
\begin{equation}
\rho\simeq\frac{\Lambda^2}{5\pi A}\sum_{\rm corners}\left[1+(\pi-\gamma)\cot\gamma\right].
\end{equation}
The sum includes only corners with $\gamma<\pi$, since no chord joins the two walls of a reentrant corner. Smoothness is therefore not needed for the leading law; it improves the order of the error. For a square of side 1 and $\Lambda=0.1$, the linear reduction is 0.075 and the corners remove 0.00255 from it.

\subsection{Familiar shapes and the opposite limit}

A film of thickness $d$ has $P/A=2/d$, so $\delta\simeq3\Lambda/(8d)$. A round wire of diameter $D$ has $P/A=4/D$, so $\delta\simeq3\Lambda/(4D)$.

When $\Lambda$ is much larger than a bounded section, the linear law fails completely: it would make $\kappa$ negative for $\Lambda P/A>16/3$. Equation (\ref{chord}) still holds. The part of each chord that conducts is $c-a(1-e^{-c/a})\simeq c^2/(2a)$, except for directions within about $c/\Lambda$ of the axis, whose share vanishes in the limit. With the factor $\sin\theta\cos^2\theta$ and $\int_0^\pi\cos^2\theta\,d\theta=\pi/2$,
\begin{equation}
\frac{\kappa}{\kappa_0}\simeq\frac{3}{4\pi A}\,\frac{1}{2\Lambda}\,\frac{\pi}{2}\int d\varphi\,db\;c^2=\frac{3}{16A\Lambda}\int d\varphi\,db\;c^2 .
\end{equation}
In a round wire $c=D\sin\alpha$, and the last integral is $\pi D\cdot D^2\int_0^\pi\sin^3\alpha\,d\alpha=4\pi D^3/3$. With $A=\pi D^2/4$ this gives $\kappa/\kappa_0\simeq D/\Lambda$. The limit is approached slowly: the full expression is 0.87 of it at $\Lambda=10D$ and 0.98 at $\Lambda=100D$. The width has replaced the free path, and the mean of $c^2$, not the perimeter alone, sets the result.

\section{Second derivation: a random walk in equilibrium}

Now let there be no temperature gradient. A small excess of energy spreads along $z$ with the carriers, with diffusivity $D_z$ defined by $\langle z^2\rangle=2D_zt$ at long times. The heat flux is then $-D_z$ times the gradient of energy density, so $\kappa=CD_z$, and $\kappa/\kappa_0$ is a ratio of diffusivities.

Divide a carrier's path into straight legs, each ended by a bulk or a wall collision. Reversing the sign of $\cos\theta$ on any one leg changes neither the path in the cross-section nor the leg lengths, and is equally probable. The average product of two different axial displacements is therefore zero, and $2D_z$ equals the rate of legs times their mean squared axial displacement.

Bulk collisions occur at rate $v/\Lambda$, uniformly over the section and with isotropic outgoing directions. If the wall lies at distance $\ell$ along the flight, the mean squared leg length is
\begin{equation}
\int_0^\ell2x\,e^{-x/\Lambda}dx=2\Lambda^2\left[1-\left(1+\frac{\ell}{\Lambda}\right)e^{-\ell/\Lambda}\right].
\label{leg}
\end{equation}
Without walls this is $2\Lambda^2$. Since $\langle\cos^2\theta\rangle=1/3$, the bulk value is $2D_0=(v/\Lambda)(2\Lambda^2/3)=2v\Lambda/3$.

The walls change this in two ways. First, they cut legs short. Treat the wall as flat over a few $\Lambda$. For a start at depth $x$ and a direction with cosine $\eta>0$ to the outward normal, $\ell=x/\eta$. Integrating the lost term of (\ref{leg}) over depth gives
\begin{equation}
2\Lambda^2\int_0^\infty\left(1+\frac{x}{\eta\Lambda}\right)e^{-x/(\eta\Lambda)}dx=4\eta\Lambda^3 .
\end{equation}
With azimuth $\psi$ about the normal, $\cos^2\theta=(1-\eta^2)\cos^2\psi$, whose integral over $\psi$ is $\pi(1-\eta^2)$. A strip of depth $dx$ holds a fraction $P\,dx/A$ of the carriers, so the loss in $2D_z$ is
\begin{equation}
\frac{v}{\Lambda}\,\frac{P}{A}\,\frac{1}{4\pi}\int_0^1\pi(1-\eta^2)\,4\eta\Lambda^3\,d\eta=\frac{v\Lambda^2P}{4A},
\end{equation}
where $\int_0^1\eta(1-\eta^2)\,d\eta=1/4$.

Second, each wall collision starts a new leg. The flux of isotropic carriers on a wall is $v/4$ times their density, so the collision rate per carrier is $vP/(4A)$. Emission follows the cosine law, with probability $\eta/\pi$ per solid angle, so $\langle\cos^2\theta\rangle=\int_0^1\eta(1-\eta^2)\,d\eta=1/4$. These legs leave the wall freely and have mean squared length $2\Lambda^2$. The gain is $(vP/4A)(2\Lambda^2)(1/4)=v\Lambda^2P/(8A)$. Altogether
\begin{equation}
2D_z=\frac{2v\Lambda}{3}-\frac{v\Lambda^2P}{4A}+\frac{v\Lambda^2P}{8A},
\qquad
\frac{D_z}{D_0}=1-\frac{3}{16}\,\frac{\Lambda P}{A}.
\end{equation}

This count shows why adding the collision rates fails. That rule gives $\delta\simeq\Lambda P/(4A)$, which is $4/3$ of the true value. Carriers that reach a wall move preferentially along its normal: their $\langle\cos^2\theta\rangle$ is $1/4$ instead of $1/3$, so stopping them costs less axial transport.

The count also covers walls that reflect a fraction $p$ of the carriers specularly. Such a reflection preserves $\cos\theta$ and, near a flat wall, lets the leg continue as if uninterrupted. Only the fraction $1-p$ of wall collisions ends a leg and starts a new one. Loss and gain both acquire this factor, and $\delta$ is multiplied by $1-p$ at leading order.

\section{A wide copper line}

Electrons near the Fermi surface carry most of the heat in copper, which makes one free path a reasonable model. Take a line 500 nm wide and 900 nm high, with corners rounded to a radius of 100 nm, at 300 K. Rough inputs are $\kappa_0=400$ W/(m K) and an electron density $n=8.5\times10^{28}$ m$^{-3}$. For free electrons $v=\hbar(3\pi^2n)^{1/3}/m=1.575\times10^6$ m/s and $E_F=mv^2/2=7.05$ eV. The Sommerfeld heat capacity $C=\pi^2nk_B^2T/(2E_F)$ is $2.124\times10^4$ J/(m$^3$ K). From $\kappa_0=Cv\Lambda/3$,
\begin{equation}
\Lambda=\frac{3\times400}{(2.124\times10^4)(1.575\times10^6)}\ {\rm m}=35.9\ {\rm nm}.
\end{equation}
Rounding changes the rectangle's perimeter by $-(8-2\pi)100$ nm and its area by $-(4-\pi)100^2$ nm$^2$, so $P=2628$ nm and $A=441\,416$ nm$^2$. Then
\begin{equation}
\delta\simeq\frac{3}{16}\times35.9\times0.005954=0.0401,
\qquad
\kappa\simeq400\times0.960=384\ {\rm W/(m\,K)} .
\end{equation}

The remainder (\ref{rho}) was summed numerically over pairs of points on a mesh of 4000 wall points, using $d\alpha=\sin\alpha'\,dl'/c$, with $\alpha'$ the angle at the far end. It is 0.0138\% of $\kappa_0$, negligible here. Formula (\ref{cubic}) gives 0.0154\%. Its assumption of slowly varying curvature fails where the arcs join the flat sides. Without the joins, arcs of the same radius and total length would give 0.0167\%. Chords that run from an arc onto a flat side are longer than on a full circle, which lowers the share of chords starting on the arcs to 0.0119\%; chords starting on the flat sides add back 0.0019\%.

\subsection{What a real line adds}

Upper-level copper interconnects have widths of this order. In the lowest levels, with widths of a few tens of nanometres, $\Lambda P/A$ is not small and the law should not be used. With the rough inputs used here, grain boundaries are the largest of the omitted effects estimated in this section. Model them as planes across the line that reflect a fraction $R$ of the electrons. If isotropic carriers arrive from the two sides with temperatures differing by $\Delta T$, the net flux is $q=(1-R)Cv\Delta T/4$. Subtracting the $\Delta T=4q/(Cv)$ that this expression gives with no plane leaves an extra drop $(4q/Cv)R/(1-R)$. Multiplied by $\kappa_0/q$, it equals an added length $\frac43\Lambda R/(1-R)$. With the rough values $R=0.3$ and one plane per 500 nm, the added length is 20.5 nm and the conductivity falls by 3.9\%, about as much as the walls take. This is a slight underestimate, because the carriers arriving at a plane are not quite isotropic: solving the transport equation between such planes gives about 22 nm and 4.3\% if the reflection is specular, and about 21 nm and 4.1\% if the reflected electrons leave diffusely. To first order the two losses add to about 8\%.

Other changes are smaller; each is made alone. A specular fraction of 0.2 lowers the wall reduction to 3.2\%. At 380 K, with $\kappa_0$ held fixed and $C\propto T$, the path is 28.3 nm and the reduction 3.2\%. A resistivity $\varrho=1.7\ \mu\Omega$ cm gives a charge path $mv/(ne^2\varrho)=38.7$ nm; using it for heat would give 4.3\%. The two paths differ because these rough inputs put $\kappa_0$ below the Wiedemann--Franz value of 431 W/(m K), as inelastic scattering tends to do; removing the lattice share of $\kappa_0$ would widen the gap from 2.8 to 4.1 nm. Two equal groups of electrons with paths 20\% above and below $\Lambda$, weighted by the heat they carry, give 4.2\%. A lattice conductivity of roughly 15 W/(m K) would be 3.8\% of $\kappa_0$ and would shorten the inferred electron path by that fraction. If the drawn outline includes a 3 nm liner that conducts little, the copper area is 1.8\% smaller, a loss of conductance separate from $\delta$.

\section{What each derivation assumes}

Both derivations need a conductor much longer than $\Lambda$, a single free path, and bulk scattering that randomizes direction. Collisions that conserve the carriers' total momentum would carry drift from one leg to the next, and neither argument would hold. If several kinds of carrier each have a path much shorter than the width, the law applies to each and the reductions average with their shares of $\kappa_0$. A spectrum with paths comparable to the width needs the full expression (\ref{average}) for each path.

The Boltzmann derivation assumes a steady, small gradient and fully diffuse emission. It makes no approximation in the geometry before (\ref{exact}), so it supplies the bound, the error terms and the thin-wire limit. A specular wall would complicate it, since a trajectory would have to be followed through successive chords.

The random walk assumes that carriers fill the section uniformly and isotropically in equilibrium, and that energy diffuses with them. It also takes the wall as flat over a few free paths from the start, so as written it gives the leading term without its error. In return it separates the legs that walls cut short from those they start, and it includes partial specularity with one extra factor.

Numerical values quoted here were computed with a short program.
